# Overlap and orthogonalization repulsion in the Newns–Anderson model of chemisorption, part 1

(Sections cited here and not found follow in the second part.)

## 1. What symmetry fixes

An adsorbate orbital $|a\rangle$ and the metal states $|k\rangle$ are joined by two numbers for each $k$, a Hamiltonian element $V_k=\langle a|H|k\rangle$ and an overlap $S_k=\langle a|k\rangle$. The diagonal energies are $\varepsilon_a=\langle a|H|a\rangle$ and $\varepsilon_k=\langle k|H|k\rangle$. For independent electrons at zero temperature the interaction energy to second order in the small quantities $V_k$ and $S_k$ is $\sum_i f_i\,\delta\varepsilon_i$, where the occupations $f_i$ are 0 or 1 and $\delta\varepsilon_i$ are the level shifts. Five invariances fix its form.

The first is the phase of each basis function. Multiplying $|k\rangle$ by $e^{i\phi_k}$ multiplies $V_k$ and $S_k$ by the same factor and changes no level. A second-order term must therefore pair a quantity carrying the label $k$ with the conjugate of a quantity carrying the same label. The allowed products are $|V_k|^2$, $|S_k|^2$ and $S_k^*V_k$, and the energy is a single sum over $k$.

The second is complex conjugation of the Hamiltonian and overlap matrices together. The conjugated eigenvalue problem has the same real eigenvalues, so only $\mathrm{Re}\,S_k^*V_k$ can appear.

The third is the zero of energy. Under $H\to H+c$ one has $\varepsilon_a\to\varepsilon_a+c$ and $\varepsilon_k\to\varepsilon_k+c$, and also $V_k\to V_k+cS_k$, because $\langle a|c|k\rangle=cS_k$. Level shifts cannot depend on $c$. The bare product $S_k^*V_k$ changes by $c|S_k|^2$ and can be given either sign, so it cannot stand alone in an energy. The shifts depend only on $S_k$ and on the invariant quantities

$$\delta_k=\varepsilon_a-\varepsilon_k,\qquad \bar V_k=V_k-\tfrac12(\varepsilon_a+\varepsilon_k)S_k .\tag{1}$$

The fourth is the unit of energy. Under $H\to\lambda H$ every eigenvalue, and hence every shift, is multiplied by $\lambda$. This holds for either sign of $\lambda$, and negative $\lambda$ excludes factors of $\mathrm{sgn}\,\delta_k$. Since $S_k$ is dimensionless while $\bar V_k$ and $\delta_k$ are energies, the contribution of state $k$ is

$$A\,\frac{|\bar V_k|^2}{\delta_k}+B\,\mathrm{Re}\,S_k^*\bar V_k+C\,\delta_k|S_k|^2 ,$$

with pure numbers $A$, $B$, $C$ that are linear and homogeneous in $f_a$ and $f_k$.

The fifth is the exchange of names. Each term belongs to a two-level problem in which $a$ and $k$ may be relabelled. This sends $\delta_k\to-\delta_k$, conjugates $\bar V_k$ and $S_k$, and swaps $f_a$ with $f_k$; the symmetric mean in (1) was chosen so that $\bar V_k$ transforms this simply. Invariance requires $A$ and $C$ to be proportional to $f_a-f_k$ and $B$ to be proportional to $f_a+f_k$:

$$\Delta E^{(2)}=\sum_k\Big\{(f_a-f_k)\Big[\alpha\frac{|\bar V_k|^2}{\delta_k}+\gamma\,\delta_k|S_k|^2\Big]+\beta\,(f_a+f_k)\,\mathrm{Re}\,S_k^*\bar V_k\Big\}.\tag{2}$$

The overlap term has no energy denominator, and it is the only one that survives when both levels are filled. Symmetry leaves open the numbers $\alpha$, $\beta$, $\gamma$ and the sign of $\mathrm{Re}\,S_k^*\bar V_k$, on which the word "repulsion" depends.

## 2. Model and conventions

The algebra is in atomic units. $H$ is a fixed one-electron Hamiltonian (a mean-field operator that is not updated as the coupling is switched on). Formulas are per spin unless stated. The metal states are orthonormal and diagonalize $H$ among themselves, $\langle k|H|k'\rangle=\varepsilon_k\delta_{kk'}$, and $\langle a|a\rangle=1$. There are $N$ metal states; the continuum is taken later. In the basis $(a,k_1,\dots,k_N)$ the matrices $\mathsf H$ and $\mathsf S$ have the elements

$$\mathsf H_{aa}=\varepsilon_a,\quad \mathsf H_{ak}=V_k,\quad \mathsf H_{ka}=V_k^*,\qquad \mathsf S_{aa}=1,\quad \mathsf S_{ak}=S_k,\quad \mathsf S_{ka}=S_k^*,\quad \mathsf S_{kk'}=\delta_{kk'} .$$

The quantity $s=\sum_k|S_k|^2$ is the squared norm of the projection of $|a\rangle$ on the metal space. We assume $s<1$, so that $|a\rangle$ has a part outside that space and the basis is linearly independent. For a complete set of metal states $s=1$ and everything below that contains $1/(1-s)$ fails.

The reference system has the same $\varepsilon_a$ and $\varepsilon_k$ with $V_k=S_k=0$. Electrostatic shifts already contained in $\varepsilon_a$ and $\varepsilon_k$, the effect of states outside the basis, and double-counting corrections of the mean field are not part of the energies computed here.

## 3. The replacement $V\to V-ES$

Expanding $|\psi\rangle=c_a|a\rangle+\sum_kc_k|k\rangle$ and projecting $(E-H)|\psi\rangle=0$ on each basis function gives $(E\mathsf S-\mathsf H)c=0$. The matrix $z\mathsf S-\mathsf H$ has diagonal elements $z-\varepsilon_a$ and $z-\varepsilon_k$ and off-diagonal elements $-(V_k-zS_k)$ in row $a$ and $-(V_k^*-zS_k^*)$ in column $a$. It is the matrix of the orthogonal model with $V_k$ replaced by $V_k-zS_k$, which is Grimley's substitution. For complex $z$ the two off-diagonal factors are not conjugates of each other, because $z$ is not conjugated.

Define $\mathsf G(z)=(z\mathsf S-\mathsf H)^{-1}$ and write column $a$ of $(z\mathsf S-\mathsf H)\mathsf G=1$:

$$(z-\varepsilon_a)G_{aa}-\sum_k(V_k-zS_k)G_{ka}=1,\qquad (z-\varepsilon_k)G_{ka}-(V_k^*-zS_k^*)G_{aa}=0 .$$

The second equation gives $G_{ka}=(V_k^*-zS_k^*)G_{aa}/(z-\varepsilon_k)$. Inserting it in the first gives

$$G_{aa}=\frac1{D(z)},\qquad D(z)=z-\varepsilon_a-\Sigma(z),\qquad \Sigma(z)=\sum_k\frac{(V_k-zS_k)(V_k^*-zS_k^*)}{z-\varepsilon_k}.\tag{3}$$

Row $a$ of $\mathsf G(z\mathsf S-\mathsf H)=1$, element $k$, reads $-G_{aa}(V_k-zS_k)+G_{ak}(z-\varepsilon_k)=0$, so

$$G_{ak}=G_{aa}\,\frac{V_k-zS_k}{z-\varepsilon_k}.\tag{4}$$

Under a shift of the energy zero $z$ moves with the levels, $V_k+cS_k-(z+c)S_k=V_k-zS_k$, and (3) is unchanged, as section 1 requires.

## 4. The self-energy is not a pure Hilbert transform

The numerator in (3) depends on $z$, and this dependence is separated by expanding about the pole. With

$$W_k=V_k-\varepsilon_kS_k$$

one has $V_k-zS_k=W_k-(z-\varepsilon_k)S_k$ and likewise for the starred factor. Multiplying out,

$$(V_k-zS_k)(V_k^*-zS_k^*)=|W_k|^2-(z-\varepsilon_k)(S_kW_k^*+S_k^*W_k)+(z-\varepsilon_k)^2|S_k|^2 ,$$

and dividing by $z-\varepsilon_k$,

$$\Sigma(z)=\sum_k\frac{|W_k|^2}{z-\varepsilon_k}+P(z),\qquad P(z)=-2\,\mathrm{Re}\sum_kS_k^*W_k+\sum_k(z-\varepsilon_k)|S_k|^2 .\tag{5}$$

On the real axis write $\Sigma(E+i0)=\Lambda(E)-i\Delta(E)$ and use $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$. The polynomial $P$ is real for real $E$, so

$$\Delta(E)=\pi\sum_k|W_k|^2\delta(E-\varepsilon_k),\qquad \Lambda(E)=\frac1\pi\,\mathcal P\!\!\int\frac{\Delta(E')}{E-E'}\,dE'+P(E).\tag{6}$$

The width function is what the substitution suggests, since $W_k=V_k-ES_k$ on the shell $E=\varepsilon_k$. The shift function is the Hilbert transform of $\Delta$ plus a polynomial of first degree. The dispersion relation without subtractions holds for a function that vanishes at large $|z|$, and $\Sigma(z)$ grows as $sz$. The first term of $P$ in (5), $-2\,\mathrm{Re}\sum_kS_k^*W_k$, already has the form of an overlap times a coupling that does not depend on the zero of energy.

## 5. Equivalence to Gram–Schmidt orthogonalization

Insert (5) in $D$ and collect the terms in $z$:

$$D=(1-s)z-\Big[\varepsilon_a-2\,\mathrm{Re}\sum_kS_k^*W_k-\sum_k\varepsilon_k|S_k|^2\Big]-\sum_k\frac{|W_k|^2}{z-\varepsilon_k}.$$

Since $\mathrm{Re}\,S_k^*W_k=\mathrm{Re}\,S_k^*V_k-\varepsilon_k|S_k|^2$, the bracket equals $\varepsilon_a-2\,\mathrm{Re}\sum S_k^*V_k+\sum\varepsilon_k|S_k|^2$. Taking out the factor $1-s$,

$$D=(1-s)\Big[z-\tilde\varepsilon_a-\sum_k\frac{|\tilde W_k|^2}{z-\varepsilon_k}\Big],\tag{7}$$

$$\tilde W_k=\frac{W_k}{\sqrt{1-s}},\qquad \tilde\varepsilon_a=\frac{\varepsilon_a-2\,\mathrm{Re}\sum_kS_k^*V_k+\sum_k\varepsilon_k|S_k|^2}{1-s}.$$

The square bracket in (7) is the inverse Green function of an orthogonal Newns–Anderson model with energy-independent couplings. Its adsorbate orbital is found by removing from $|a\rangle$ its projection on the metal. Because $\langle k|a\rangle=S_k^*$,

$$|\tilde a\rangle=\frac{|a\rangle-\sum_k|k\rangle S_k^*}{\sqrt{1-s}} .$$

Then $\langle k|\tilde a\rangle\propto S_k^*-S_k^*=0$, and the squared norm of the numerator is $1-s-s+s=1-s$, so $|\tilde a\rangle$ is normalized. The coupling is $\langle\tilde a|H|k\rangle=(V_k-S_k\varepsilon_k)/\sqrt{1-s}=\tilde W_k$. The diagonal element is $[\varepsilon_a-\sum_kV_kS_k^*-\sum_kS_kV_k^*+\sum_k\varepsilon_k|S_k|^2]/(1-s)=\tilde\varepsilon_a$. The set $(\tilde a,k)$ spans the same space as $(a,k)$, so the two models have the same $N+1$ levels $E_i$.

The displacement of the level is $T=\tilde\varepsilon_a-\varepsilon_a$. Subtracting $\varepsilon_a(1-s)$ from the numerator of $\tilde\varepsilon_a$ leaves

$$-2\,\mathrm{Re}\sum_kS_k^*V_k+\sum_k(\varepsilon_k+\varepsilon_a)|S_k|^2=-2\,\mathrm{Re}\sum_kS_k^*\Big[V_k-\tfrac12(\varepsilon_a+\varepsilon_k)S_k\Big].$$

In an orthonormal basis the sum of the eigenvalues is the trace, $\sum_iE_i=\tilde\varepsilon_a+\sum_k\varepsilon_k$. Therefore

$$\sum_iE_i-\varepsilon_a-\sum_k\varepsilon_k=T=-\frac{2\,\mathrm{Re}\sum_kS_k^*\bar V_k}{1-s}.\tag{8}$$

Equation (8) is exact in the model. Without overlap the coupling pushes levels apart and leaves their sum fixed. With overlap the centre of gravity moves, by an amount that is the overlap times the invariant coupling of (1). If every level of the model is occupied, $T$ is the whole interaction energy per spin.

## 6. Interaction energy at fixed chemical potential

The metal is a reservoir with chemical potential $\mu$, and the quantity to compare is $\Omega=\sum_i(E_i-\mu)\theta(\mu-E_i)$. For a large metal $\Delta\Omega$ equals the energy change at fixed electron number. If the coupling changes the number of levels below $\mu$ by $\Delta N$, restoring the electron number adds $-\Delta N$ electrons in levels within $|\Delta N|/\rho_{\rm tot}$ of $\mu$, where $\rho_{\rm tot}$ is the total density of states. These contribute to $E-\mu N$ an amount of order $\Delta N^2/\rho_{\rm tot}$, which vanishes as the metal grows.

The levels are the zeros of the determinant. Adding to row $a$ of $z\mathsf S-\mathsf H$ each row $k$ multiplied by $(V_k-zS_k)/(z-\varepsilon_k)$ removes the elements $(a,k)$, turns the element $(a,a)$ into $D(z)$ and leaves the determinant unchanged. The matrix is then triangular, and $\det(z\mathsf S-\mathsf H)=D(z)\prod_k(z-\varepsilon_k)$. By (7) this is a polynomial of degree $N+1$ with leading coefficient $1-s$ and roots $E_i$, so

$$\frac{D(z)}{(1-s)(z-\varepsilon_a)}=\frac{\prod_i(z-E_i)}{(z-\varepsilon_a)\prod_k(z-\varepsilon_k)} .\tag{9}$$

For the real-axis form use $\theta(E-E_i)=1-\arg(E-E_i+i0)/\pi$, with the argument between 0 and $\pi$. Numerator and denominator in (9) have equally many factors, so the ones cancel and the change in the number of levels below $E$ is

$$\Delta N(E)=-\frac1\pi\big[\arg D(E+i0)-\arg(E-\varepsilon_a+i0)\big].\tag{10}$$

The branch of $\arg D$ is fixed as follows. From (7), $\mathrm{Im}\,D=(1-s)\,\mathrm{Im}z\,[1+\sum|\tilde W_k|^2/|z-\varepsilon_k|^2]>0$ in the upper half-plane, so the principal argument of $D$ lies between 0 and $\pi$ and is continuous there. The sum of arguments implied by (9) is continuous too, and both vanish as $z\to+\infty$, so they agree. The positive factor $1-s$ has no argument. Since $(E_i-\mu)\theta(\mu-E_i)=-\int_{-\infty}^\mu\theta(E-E_i)\,dE$,

$$\Delta\Omega=-\int_{-\infty}^{\mu}\Delta N(E)\,dE .\tag{11}$$

A second form avoids the poles on the real axis. With $x=E_i-\mu$ one has $x\,\theta(-x)=(x-|x|)/2$. The change in $\sum x$ is $T$ by (8). For the moduli we need, for $p,q>0$, the integral $I=\int_0^\infty\ln[(\omega^2+p^2)/(\omega^2+q^2)]\,d\omega$. Its derivative is $\partial I/\partial p=\int_0^\infty 2p\,d\omega/(\omega^2+p^2)=\pi$, and $I=0$ at $p=q$, so $I=\pi(p-q)$. Pair each coupled level with one reference level and note $|\mu+i\omega-E_i|^2=\omega^2+x_i^2$. The change in $\sum|x|$ is then $(2/\pi)\int_0^\infty\ln|\cdots|\,d\omega$, with the ratio (9) at $z=\mu+i\omega$ inside the modulus, and

$$\Delta\Omega=\frac T2-\frac1\pi\int_0^\infty\ln\left|\frac{D(\mu+i\omega)}{(1-s)(\mu+i\omega-\varepsilon_a)}\right|d\omega .\tag{12}$$

At large $\omega$ the ratio is $1-T/(i\omega)+O(\omega^{-2})$; the first correction is imaginary, so the logarithm of the modulus falls as $\omega^{-2}$ and the integral converges. When $\mu$ lies above all coupled and reference levels, $|x|=-x$ and $\Delta\Omega=T$. When it lies below all of them, $|x|=x$ and $\Delta\Omega=0$. The integral thus carries a part of the overlap effect, and the explicit $T/2$ is not by itself the repulsion.

## 7. Second order

By (7) and $\tilde\varepsilon_a=\varepsilon_a+T$, the ratio in (12) is $1-u(z)$ with

$$u(z)=\frac{1}{z-\varepsilon_a}\Big[T+\sum_k\frac{|\tilde W_k|^2}{z-\varepsilon_k}\Big].\tag{13}$$

Let $V_k$ and $S_k$ both be proportional to a small parameter $\lambda$. Then $T$, $s$ and $|W_k|^2$ are of order $\lambda^2$, and only even powers of $\lambda$ occur, as they must because $|a\rangle\to-|a\rangle$ reverses $\lambda$. If $|u(\mu+i\omega)|<1$ for all $\omega$, then $-\ln|1-u|=\mathrm{Re}(u+u^2/2+\dots)$ converges. This condition needs $\varepsilon_a$ away from $\mu$, since $|z-\varepsilon_a|\ge|\mu-\varepsilon_a|$ on the path, and a sum over $k$ that is finite at $z=\mu+i0$.

One integral does the work. For a level $\varepsilon$ with $x=\varepsilon-\mu$, $\mathrm{Re}\,[1/(i\omega-x)]=-x/(x^2+\omega^2)$, whose integral over $\omega>0$ is $-(\pi/2)\,\mathrm{sgn}\,x$. With $f=\theta(\mu-\varepsilon)$,

$$\frac1\pi\int_0^\infty\mathrm{Re}\,\frac{1}{\mu+i\omega-\varepsilon}\,d\omega=f-\frac12 .\tag{14}$$

The $T$ term of $u$ contributes $T(f_a-\tfrac12)$, which adds to the $T/2$ of (12) to give $f_aT$. For the other term,

$$\frac1{(z-\varepsilon_a)(z-\varepsilon_k)}=\frac1{\delta_k}\Big[\frac1{z-\varepsilon_a}-\frac1{z-\varepsilon_k}\Big],$$

and (14) gives $(f_a-f_k)/\delta_k$. The factors $1/(1-s)$ differ from 1 at order $\lambda^2$ and affect only the fourth order. Hence

$$\Delta\Omega^{(2)}=-2f_a\,\mathrm{Re}\sum_kS_k^*\bar V_k+\sum_k(f_a-f_k)\frac{|W_k|^2}{\delta_k}.\tag{15}$$

A metal state in resonance with $\varepsilon_a$ lies on the same side of $\mu$, has $f_k=f_a$ and drops out, so small denominators arise only if $\varepsilon_a$ approaches $\mu$.

To bring (15) to the form (2), note from (1) that $W_k=V_k-\varepsilon_kS_k=\bar V_k+\tfrac12\delta_kS_k$, so

$$\frac{|W_k|^2}{\delta_k}=\frac{|\bar V_k|^2}{\delta_k}+\mathrm{Re}\,S_k^*\bar V_k+\frac{\delta_k|S_k|^2}{4}.$$

The coefficient of $\mathrm{Re}\,S_k^*\bar V_k$ becomes $-2f_a+(f_a-f_k)=-(f_a+f_k)$, and

$$\Delta\Omega^{(2)}=\sum_k\Big\{(f_a-f_k)\Big[\frac{|\bar V_k|^2}{\delta_k}+\frac{\delta_k|S_k|^2}{4}\Big]-(f_a+f_k)\,\mathrm{Re}\,S_k^*\bar V_k\Big\},\tag{16}$$

with a remainder of order $\lambda^4$. The open numbers of (2) are $\alpha=1$, $\beta=-1$, $\gamma=\tfrac14$. The product $(f_a-f_k)\delta_k$ is never positive, because the occupied level of an unequal pair is the lower one, so the first two terms are attractive or zero. The third is the orthogonalization term.

The separate level shifts show where it comes from. For non-degenerate levels, a root of $D$ near $\varepsilon_a$ satisfies $E-\varepsilon_a=\Sigma(E)$, and to second order $\Sigma$ may be taken at $\varepsilon_a$. A root near $\varepsilon_k$ needs the pole term $|W_k|^2/(E-\varepsilon_k)$ to balance $E-\varepsilon_a\approx-\delta_k$. With $V_k-\varepsilon_aS_k=\bar V_k-\tfrac12\delta_kS_k$,

$$\delta\varepsilon_a=\sum_k\frac{|V_k-\varepsilon_aS_k|^2}{\delta_k}=\sum_k\Big[\frac{|\bar V_k|^2}{\delta_k}-\mathrm{Re}\,S_k^*\bar V_k+\frac{\delta_k|S_k|^2}4\Big],$$

$$\delta\varepsilon_k=-\frac{|V_k-\varepsilon_kS_k|^2}{\delta_k}=-\frac{|\bar V_k|^2}{\delta_k}-\mathrm{Re}\,S_k^*\bar V_k-\frac{\delta_k|S_k|^2}4 .$$

Each level feels the coupling $V-ES$ at its own energy. For real $S>0$ and $\bar V<0$, $V-ES$ is more negative at the upper level, so the upper level rises by more than the lower one falls. The sum $f_a\delta\varepsilon_a+\sum f_k\delta\varepsilon_k$ reproduces (16).

For a band narrow compared with its distance from $\varepsilon_a$, let the adsorbate couple to one surface orbital of energy $\varepsilon_d$ and fractional filling $f$, with real $S$ and $\bar V$. For a filled adsorbate level below the band and two spins, (16) becomes

$$\Delta\Omega^{(2)}\simeq-2(1-f)\Big[\frac{\bar V^2}{|\varepsilon_d-\varepsilon_a|}+\frac{|\varepsilon_d-\varepsilon_a|S^2}{4}\Big]-2(1+f)\,S\bar V .$$

Apart from the $S^2$ term this is the structure of the Hammer–Nørskov $d$-band expression: a hybridization gain that vanishes as the band fills, and an overlap term that doubles from the empty to the full band. For an empty adsorbate level above the band the prefactors are $-2f$ for the bracket and $-2f$ for $S\bar V$.

The sign of the next order follows from $u^2/2$. For a rational function with real coefficients that falls at least as $z^{-2}$, partial fractions and (14) give the sum of the residues at occupied poles: the $-\tfrac12$ drops because all residues add to zero, and a double pole gives nothing because $\int_0^\infty(i\omega-x)^{-2}d\omega=i/x$ is imaginary. The result also equals minus the sum of residues at empty poles. Take $f_a=1$. The term $T^2/2(z-\varepsilon_a)^2$ gives zero. The cross term $T|W_k|^2/[(z-\varepsilon_a)^2(z-\varepsilon_k)]$ gives $-T|W_k|^2/\delta_k^2$ for each empty $k$. The terms $\tfrac12|W_k|^2|W_{k'}|^2/[(z-\varepsilon_a)^2(z-\varepsilon_k)(z-\varepsilon_{k'})]$ fall in three classes. With both states occupied there is no empty pole and the result is zero. With both empty only the pole at $\varepsilon_a$ is occupied, and its residue is the derivative of $1/[(z-\varepsilon_k)(z-\varepsilon_{k'})]$, giving $-\tfrac12|W_k|^2|W_{k'}|^2(\delta_k^{-2}\delta_{k'}^{-1}+\delta_k^{-1}\delta_{k'}^{-2})$, which is positive because both $\delta$ are negative. With $k$ empty and $k'$ occupied the two orderings together give $-|W_k|^2|W_{k'}|^2/[\delta_k^2(\varepsilon_k-\varepsilon_{k'})]$, which is negative. The $W^4$ correction is thus positive for an empty band and acquires a negative part as the band fills. The remaining fourth-order terms come from $1/(1-s)$ and equal $s$ times (15).

The interaction energy is now known exactly, in (12), and to second order, in (16), where the overlap term is $-(f_a+f_k)\,\mathrm{Re}\,S_k^*\bar V_k$ for each metal state. What remains is to see how the split into terms depends on the orthogonalization, where in the self-energy the repulsion lies and what sign $S\bar V$ has, and then to treat the adsorbate charge and a worked example.
